# Warped heavy-hole and light-hole bands from the squared Luttinger Hamiltonian, part 2

To compute the hole density or conductivity of p-type silicon, one must choose between a constant mass for each band, a formula that depends on direction, and a matrix diagonalized at every wave vector \(\mathbf k\). The four-band Luttinger model supplies the formula. It describes the four \(j=3/2\) states at the valence-band top of an unstrained bulk crystal and omits the split-off band, which lies lower in electron energy by the spin-orbit splitting \(\Delta\).

Hole energy is counted positive downward from the band edge. With \(A=\hbar^2/2m_0\), where \(m_0\) is the free-electron mass, the Hamiltonian is \(H=A\,h\) and

\[
h=\left(\gamma_1+\tfrac52\gamma_2\right)k^2
-2\gamma_2\sum_i k_i^2J_i^2
-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.
\tag{1}
\]

Here \(i,j\) run over the cubic axes, \(\gamma_1,\gamma_2,\gamma_3\) are the dimensionless Luttinger parameters, the \(J_i\) are spin-\(3/2\) matrices with \(J_x^2+J_y^2+J_z^2=15/4\), and \(\{B,C\}=\tfrac12(BC+CB)\).

Removing the average energy gives \(h=\gamma_1k^2+M\) with \(M=\sum_ad_a\Gamma_a\). The five traceless matrices \(\Gamma_a\) anticommute and square to one; \(\Gamma_5=J_z^2-\tfrac54\). The components are

\[
\begin{aligned}
d_1&=-2\sqrt3\gamma_3k_yk_z,\quad
d_2=-2\sqrt3\gamma_3k_zk_x,\quad
d_3=-2\sqrt3\gamma_3k_xk_y,\\
d_4&=-\sqrt3\gamma_2(k_x^2-k_y^2),\qquad
d_5=-\gamma_2(2k_z^2-k_x^2-k_y^2).
\end{aligned}
\tag{6}
\]

Hence \(M^2=s^2\), where \(s\ge0\) is the length of the vector \(d_a\). With \(Q=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2\), \(s^2=4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q\), and the energies are

\[
E_\mp=A\left[\gamma_1k^2\mp
\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q}\right],
\tag{9}
\]

each occurring twice. The upper sign is the heavy hole, the lower sign the light hole. Along a fixed direction \(\mathbf n\) each band is a parabola, \(E=\hbar^2k^2/2m(\mathbf n)\), with radial mass

\[
\frac{m_\mp(\mathbf n)}{m_0}=\frac1{\gamma_1\mp s/k^2}.
\tag{11}
\]

Three directions give simple values:

\[
\frac s{k^2}=
\begin{cases}
2|\gamma_2| & [001],\quad Q=0,\\
\sqrt{\gamma_2^2+3\gamma_3^2} & [110],\quad Q=k^4/4,\\
2|\gamma_3| & [111],\quad Q=k^4/3 .
\end{cases}
\tag{12}
\]

Unless \(\gamma_2^2=\gamma_3^2\), the surfaces of constant energy are warped.

### Velocity and density of states

Differentiating \(s^2\) and dividing by \(2s\) gives the velocity \(\mathbf v=\nabla_{\mathbf k}E/\hbar\):

\[
v_{i,\mp}=\frac{2Ak_i}{\hbar}\left[\gamma_1\mp
\frac{4\gamma_2^2k^2+6(\gamma_3^2-\gamma_2^2)(k^2-k_i^2)}{s}\right].
\tag{13}
\]

The bracket depends on \(i\) through \(k_i^2\). On a warped surface the velocity is therefore parallel to \(\mathbf k\) only if all nonzero components of \(\mathbf k\) have equal magnitude. A transport integral that takes the velocity as \(\hbar\mathbf k/m(\mathbf n)\) loses the transverse part.

The hole density needs less. The number of states per volume below energy \(E\) in one doubly degenerate band is

\[
N(E)=\frac2{(2\pi)^3}\int d\Omega\,\frac{k(\mathbf n)^3}{3}
=\frac{(2E)^{3/2}}{12\pi^3\hbar^3}\int d\Omega\,m(\mathbf n)^{3/2}.
\]

For a constant mass the angular integral would be \(4\pi m^{3/2}\). A single mass thus reproduces the density of states if

\[
m_{\rm dos}^{3/2}=\frac1{4\pi}\int d\Omega\,m(\mathbf n)^{3/2}.
\tag{14}
\]

This holds within the parabolic four-band model. It does not make the same mass suitable for transport. For the silicon parameters used below, (14) gives \(0.52\,m_0\) for the heavy hole, while the conductivity mass for a constant relaxation time is \(0.41\,m_0\); keeping only the radial part of the velocity would give \(0.52\,m_0\) instead.

### Silicon at one general wave vector

Take bulk unstrained silicon with rough typical parameters \(\gamma_1=4.3\), \(\gamma_2=0.34\), \(\gamma_3=1.45\) and \(\Delta=44\) meV. With \(A=38.10\) meV nm² and \(k=0.2\) nm⁻¹, the energy unit is

\[
T=Ak^2=38.10\times0.04=1.524\ \text{meV}.
\]

For the direction \([122]\), \(\mathbf k=k(1,2,2)/3\). Multiplying (6) by \(A\) gives

\[
\begin{aligned}
Ad_1&=-2\sqrt3(1.45)\tfrac49T=-3.402\ \text{meV},\\
Ad_2=Ad_3&=-2\sqrt3(1.45)\tfrac29T=-1.701\ \text{meV},\\
Ad_4&=-\sqrt3(0.34)\tfrac{1-4}9T=0.299\ \text{meV},\\
Ad_5&=-(0.34)\tfrac{8-1-4}9T=-0.173\ \text{meV}.
\end{aligned}
\]

The length of this vector is \(As=4.181\) meV, and the average energy is \(4.3\,T=6.553\) meV. Hence

\[
E_-=6.553-4.181=2.37\ \text{meV},\qquad
E_+=6.553+4.181=10.73\ \text{meV}.
\]

Direct diagonalization of (1) gives the same two energies, each twice. The third decimals serve the arithmetic; the rough parameters do not support them as predictions for silicon.

### How strong the warping is

Equations (11) and (12) give the following masses, and the energies at the same \(k=0.2\) nm⁻¹.

| Direction | \(m_-/m_0\) | \(m_+/m_0\) | \(E_-\) (meV) | \(E_+\) (meV) |
|---|---:|---:|---:|---:|
| [001] | 0.276 | 0.201 | 5.52 | 7.59 |
| [110] | 0.566 | 0.146 | 2.69 | 10.42 |
| [111] | 0.714 | 0.139 | 2.13 | 10.97 |

From \([001]\) to \([111]\) the heavy-hole mass grows by a factor of 2.6, while the light-hole mass falls by a factor of 1.4. The same change of \(s/k^2\), from 0.68 to 2.90, acts on both. In the heavy-hole mass it is subtracted from \(\gamma_1\) and leaves a small denominator; in the light-hole mass it is added. With these parameters a single heavy-hole mass cannot describe motion in all directions.

### What the split-off band changes

The split-off band can be restored by starting from three \(p\)-like orbitals with spin. In the orbital basis \(x,y,z\) the kinetic matrix, in units of \(A\), has elements

\[
W_{ii}=(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2,\qquad
W_{ij}=6\gamma_3k_ik_j\quad(i\ne j).
\tag{15}
\]

Spin-orbit coupling puts the four \(j=3/2\) states at zero hole energy and the two \(j=1/2\) states at \(\Delta\). For 300 random sets of parameters and wave vectors, the eigenvalues of (15) projected on \(j=3/2\), and those of (1), were compared with (9). The largest deviation was \(2.4\times10^{-15}\), relative to one plus the largest absolute energy, with energies and wave vectors taken as pure numbers.

Along \([111]\) every diagonal element of (15) is \(\gamma_1k^2\) and every other element is \(2\gamma_3k^2\). The orbital along \(\mathbf n\) then has kinetic energy \((\gamma_1+4\gamma_3)T\), and both transverse orbitals have \((\gamma_1-2\gamma_3)T\). With angular momentum measured along \(\mathbf n\), let \(|0\rangle\) be the longitudinal orbital and \(|+\rangle\) the transverse one with projection \(+1\). The two states of total projection \(1/2\) are

\[
|\tfrac32\rangle=\sqrt{\tfrac23}|0\uparrow\rangle+\sqrt{\tfrac13}|{+}\downarrow\rangle,\qquad
|\tfrac12\rangle=\sqrt{\tfrac13}|0\uparrow\rangle-\sqrt{\tfrac23}|{+}\downarrow\rangle ,
\]

where the label is \(j\). Their kinetic energies are the weighted means \((\gamma_1+2\gamma_3)T\) and \(\gamma_1T\). Their coupling is

\[
V=\tfrac{\sqrt2}{3}\left[(\gamma_1+4\gamma_3)-(\gamma_1-2\gamma_3)\right]T
=2\sqrt2\,\gamma_3T .
\]

The level separation is \(\Delta-2\gamma_3T\). For \(|\gamma_3|T\ll\Delta\), second-order perturbation theory lowers the light-hole energy by

\[
\delta E\simeq\frac{V^2}{\Delta}=\frac{8\gamma_3^2T^2}{\Delta}.
\tag{16}
\]

In the example this is 0.89 meV. The six-band calculation gives \(10.97-10.01=0.96\) meV; (16) is smaller because it replaces the level separation \(\Delta-2\gamma_3T=39.6\) meV by the larger \(\Delta\). Keeping the actual separation gives \(V^2/(\Delta-2\gamma_3T)=0.99\) meV, and higher orders in \(V\) reduce this to 0.96 meV.

The heavy-hole state \(|{+}\uparrow\rangle\) has projection \(3/2\) and no split-off partner, so it is unshifted along \([111]\). The same argument holds along \([001]\), with \(\gamma_2\) in place of \(\gamma_3\). Along \([110]\) the transverse orbitals have unequal energies, \((\gamma_1-2\gamma_2)T\) and \((\gamma_1+\gamma_2-3\gamma_3)T\). The projection along \(\mathbf n\) is then not conserved, and the heavy hole can couple too.

| Direction | Six-band \(E_-\) (meV) | Six-band \(E_+\) (meV) | Four-band excess, \(E_-\) / \(E_+\) |
|---|---:|---:|---:|
| [001] | 5.52 | 7.54 | 0 / 0.7 % |
| [110] | 2.49 | 9.92 | 8 / 5 % |
| [111] | 2.13 | 10.01 | 0 / 10 % |

The excess is relative to the six-band energy.

### Room temperature

At 300 K the thermal energy is 25.85 meV, which is not small compared with \(\Delta\). Along \([110]\) the four-band heavy hole reaches this energy at \(k=0.620\) nm⁻¹. The six-band energy there is 14.0 meV, so the four-band value is too high by more than 80 % of the six-band value. The light hole reaches it at 0.315 nm⁻¹, where the six-band energy is 22.7 meV and the excess is about 14 %.

For these parameters, a room-temperature integral over the bulk bands should therefore use the six-band matrix. For a nondegenerate hole gas at 300 K and a given Fermi level, the six-band density is about 2.4 times the four-band density that follows from (14). This ratio is sensitive to the rough parameters: lowering or raising \(\gamma_3\) by 0.02 moves it to 2.2 or 2.7. Formula (9) is suited to small wave vectors, where errors such as those in the last table are acceptable.

Coupling to the conduction band is already contained in the \(\gamma\) parameters to order \(k^2\). What remains has a relative size of the order of the hole energy divided by the direct gap. For the \([111]\) light hole and a rough gap of 3.4 eV this ratio is 0.3 %, well below the split-off correction.

### Strain and the transistor channel

Strain with \(e_{xx}=e_{yy}=-\eta/3\) and \(e_{zz}=2\eta/3\) adds a term that has the form of the \(\gamma_2\) term. Up to a sign convention for the deformation potential \(b\), it is

\[
b\sum_ie_{ii}\left(J_i^2-\tfrac54\right)
=b\eta\left(\tfrac23+\tfrac13\right)\Gamma_5=b\eta\,\Gamma_5,
\]

because the \(x\) and \(y\) brackets add to \(-\Gamma_5\). The term changes one component of the vector, \(Ad_5\to Ad_5+b\eta\). The square is still a number, so the closed form and the double degeneracy survive within the four-band model. At \(\mathbf k=0\) the pairs separate by \(2|b\eta|\). For a strain difference \(\eta=1\,\%\) and a rough \(|b|=2.1\) eV this is 42 meV. That is close to \(\Delta\), so coupling to the split-off band should then be included. The same strain couples the light hole to the split-off band by \(\sqrt2\,|b\eta|\approx30\) meV, and the two lowest pairs are then about 54 meV apart for \(b\eta>0\) and about 22 meV apart for \(b\eta<0\).

A MOS channel also confines the holes. For zero wave vector in the plane of a (001) surface, \(M\) is diagonal and the two bands separate. With a hard wall at \(z=0\), a constant force \(F\) and \(c=\gamma_1\mp2\gamma_2\), the equation is

\[
-Ac\,\psi''+Fz\,\psi=E\psi .
\]

Setting \(z=\ell u\) with \(\ell=(Ac/F)^{1/3}\) turns it into \(\psi''(u)=(u-E/F\ell)\psi\). The decaying solution is the Airy function \(\mathrm{Ai}(u-E/F\ell)\). It must vanish at \(u=0\), and its first zero is at \(-2.338\), so

\[
E_1=2.338\,(AcF^2)^{1/3}.
\tag{17}
\]

A field of 0.5 MV/cm gives \(F=50\) meV/nm. The lowest levels are 164 meV for the heavy hole, with \(c=3.62\), and 182 meV for the light hole, with \(c=4.98\). Their separation in the four-band model is 18 meV.

### Beside a real silicon device

The parameters are rough values for silicon, and the chosen field is of the size met in a strongly inverted channel. The wave vector of the example is small for room temperature. A p-channel transistor does not satisfy the assumption of an unconfined crystal. The estimated confinement energies exceed the 2 to 11 meV of the bulk example by more than a factor of ten, and a finite separation replaces the band contact at \(\mathbf k=0\). These levels also exceed \(\Delta\), so the light-hole value, which omits the split-off band, is itself an estimate. In the same well the six-band matrix leaves the heavy-hole level at 164 meV and lowers the next level to 178 meV, so the separation is about 14 meV instead of 18 meV. Channel subbands require the six-band matrix with \(k_z\) replaced by \(-i\,\partial/\partial z\), solved together with the channel potential. At nonzero in-plane wave vector the one-sided well also lifts the twofold degeneracy; in the six-band well above, the lowest pair is split by about 1 meV at 0.3 nm⁻¹ along \([100]\). Equation (9) describes the bulk bands at small \(k\). It can check a subband calculation when the confinement and \(k\) are both made small, but the lowest subband at a fixed in-plane wave vector then approaches the minimum of \(E_-\) over \(k_z\), which warping can move away from \(k_z=0\). For an in-plane wave vector of 0.2 nm⁻¹ along \([100]\), (9) gives 5.52 meV at \(k_z=0\) and a minimum of 4.22 meV near \(k_z=0.11\) nm⁻¹. The numerical output lists the bulk band energies and the four-band estimates for strain and confinement.

## Table of computed values

```
Si parameters (rough): g1=4.3, g2=0.34, g3=1.45
split-off energy (rough) = 44.0 meV
hbar^2/(2 m0) = 38.0998 meV nm^2
k = 0.2 1/nm, hbar^2 k^2/(2 m0) = 1.5240 meV
largest relative deviation, 300 random cases = 2.4e-15
Direction [122]:
  d1 = -3.4022 meV
  d2 = -1.7011 meV
  d3 = -1.7011 meV
  d4 = 0.2992 meV
  d5 = -0.1727 meV
  |d| = 4.1811 meV
  centre g1 term = 6.5532 meV
  closed form HH, LH = 2.3721, 10.7343 meV
  diagonalization = 2.3721, 2.3721, 10.7343, 10.7343 meV
[001]: |d|/k^2 = 0.6800 (in hbar^2/2m0)
  masses HH, LH = 0.276, 0.201 m0
  four-band HH, LH = 5.517, 7.589 meV
  six-band  HH, LH = 5.517, 7.540 meV
  four-band excess HH, LH = -0.00, 0.66 %
[110]: |d|/k^2 = 2.5344 (in hbar^2/2m0)
  masses HH, LH = 0.566, 0.146 m0
  four-band HH, LH = 2.691, 10.416 meV
  six-band  HH, LH = 2.491, 9.920 meV
  four-band excess HH, LH = 8.00, 5.00 %
[111]: |d|/k^2 = 2.9000 (in hbar^2/2m0)
  masses HH, LH = 0.714, 0.139 m0
  four-band HH, LH = 2.134, 10.973 meV
  six-band  HH, LH = 2.134, 10.009 meV
  four-band excess HH, LH = 0.00, 9.63 %
leading LH shift, [111], k=0.2 1/nm = 0.888 meV
kT at 300 K = 25.85 meV
  HH [110]: four-band energy = kT at k = 0.620 1/nm, six-band 14.02 meV
  LH [110]: four-band energy = kT at k = 0.315 1/nm, six-band 22.73 meV
LH [111] energy / direct gap 3.4 eV (rough) = 0.32 %
channel field = 0.5 MV/cm
  lowest well level HH, LH = 164.0, 182.3 meV
  HH-LH confinement splitting = 18.4 meV
strain e_zz-e_xx = 1.0 %, |b| = 2.1 eV (rough)
  band-edge splitting = 42.0 meV
```
